# Gradient of the Discretized Wannier Spread and Unitary Gauge Updates: test program

```python
"""
Result under test: for u_nk -> sum_m u_mk [exp(W_k)]_mn with W_k anti-Hermitian,
the discretized Wannier spread Omega changes to first order by
    dOmega = (1/N) sum_k tr(W_k G_k),
    G_k = 4 sum_b w_b { (R - R^+)/2 - (T + T^+)/(2i) },
    R_mn = M_mn conj(M_nn),  T_mn = M_mn q_n / M_nn,  q_n = Im ln M_nn + b.r_n,
and updates by exp(eps G_k) keep the gauge matrices unitary and lower Omega.
M_mn(k,b) = <u_mk|u_n,k+b>, w_b = shell weights, r_n = Wannier centres,
N = number of k-points.  Model: 4 point orbitals per rectangular cell, 2 lower bands.
Lengths in angstrom, energies in eV.
"""
import numpy as np
from scipy.linalg import expm

CELL = np.array([4.0, 5.0])
SITES = np.array([[0.2, 0.1], [0.7, 0.6], [0.2, 0.6], [0.7, 0.1]])
ONSITE = np.array([-1.5, -1.0, 1.5, 2.0])
HOPPINGS = [  # (orbital i, orbital j, cell of j, amplitude)
    (0, 1, (0, 0), -0.5), (0, 1, (-1, 0), -0.3),
    (0, 2, (0, 0), 0.5), (0, 2, (0, -1), 0.4 * np.exp(0.5j)),
    (0, 3, (0, 0), 0.4), (0, 3, (-1, 0), 0.6),
    (1, 2, (0, 0), 0.5), (1, 2, (1, 0), 0.3),
    (1, 3, (0, 0), 0.6), (1, 3, (0, 1), 0.3j),
    (2, 3, (0, 0), 0.4)]
J = 2


def dagger(a):
    return np.conj(np.swapaxes(a, -1, -2))


def unitary_exp(w):
    """exp(W) for anti-Hermitian W, through the Hermitian matrix iW."""
    lam, v = np.linalg.eigh(1j * w)
    return (v * np.exp(-1j * lam)[..., None, :]) @ dagger(v)


def starting_states(n):
    """Smooth, deliberately mixed gauge of the two lower bands; also the band gap."""
    angle = 2 * np.pi * np.arange(n) / n
    kx, ky = np.meshgrid(angle, angle, indexing="ij")
    h = np.zeros((n, n, 4, 4), complex)
    h[..., range(4), range(4)] = ONSITE
    for i, j, cell, t in HOPPINGS:
        term = t * np.exp(1j * (kx * cell[0] + ky * cell[1]))
        h[..., i, j] += term
        h[..., j, i] += np.conj(term)
    energy, vec = np.linalg.eigh(h)
    occ = vec[..., :J]
    left, _, right = np.linalg.svd(dagger(occ)[..., :, :J])
    projected = occ @ left @ right
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1.0 + 0j, -1.0])
    mix = 1j * ((0.5 + 0.3 * np.cos(ky))[..., None, None] * sy
                + (0.4 * np.sin(kx))[..., None, None] * sz
                + (0.2 * np.cos(kx))[..., None, None] * sx)
    gap = energy[..., J].min() - energy[..., J - 1].max()
    return projected @ unitary_exp(mix), gap


def shell(n):
    """Four neighbour vectors (order +x, -x, +y, -y) and their weights."""
    step = 2 * np.pi / (n * CELL)
    b = np.array([[step[0], 0], [-step[0], 0], [0, step[1]], [0, -step[1]]])
    return b, 1 / (2 * np.sum(b**2, axis=1))


def overlaps(bra, ket):
    b, _ = shell(bra.shape[0])
    out = []
    for vec, (axis, sign) in zip(b, [(0, 1), (0, -1), (1, 1), (1, -1)]):
        phase = np.exp(-1j * (SITES * CELL) @ vec)
        out.append(dagger(bra) @ (phase[:, None] * np.roll(ket, -sign, axis=axis)))
    return np.array(out)


def spread_parts(m):
    """Spread and centre of each Wannier function, phases and diagonal overlaps."""
    n = m.shape[1]
    b, w = shell(n)
    d = np.einsum("bxynn->bxyn", m)
    phi = np.angle(d)
    centres = -np.einsum("bc,bn->nc", w[:, None] * b, phi.sum(axis=(1, 2))) / n**2
    square = w @ (1 - np.abs(d)**2 + phi**2).sum(axis=(1, 2)) / n**2
    return square - np.sum(centres**2, axis=1), centres, phi, d


def omega(bra, ket=None):
    return spread_parts(overlaps(bra, bra if ket is None else ket))[0].sum()


def gradient(m):
    b, w = shell(m.shape[1])
    _, centres, phi, d = spread_parts(m)
    q = phi + (b @ centres.T)[:, None, None, :]
    r = m * np.conj(d)[..., None, :]
    t = m * (q / d)[..., None, :]
    term = (r - dagger(r)) / 2 - (t + dagger(t)) / 2j
    return 4 * np.tensordot(w, term, axes=(0, 0))


def invariant_part(m):
    n = m.shape[1]
    return shell(n)[1] @ (J - np.sum(np.abs(m)**2, axis=(3, 4))).sum(axis=(1, 2)) / n**2


def real_space_spread(states):
    """Sum of <r^2> - <r>^2 directly from Wannier functions on the lattice."""
    n = states.shape[0]
    prob = np.abs(np.fft.ifft2(states, axes=(0, 1)))**2
    cells = np.fft.fftfreq(n) * n
    x = (cells[:, None, None] + SITES[None, None, :, 0]) * CELL[0]
    y = (cells[None, :, None] + SITES[None, None, :, 1]) * CELL[1]
    total = 0.0
    for p in np.moveaxis(prob, -1, 0):
        total += np.sum(p * (x**2 + y**2)) - np.sum(p * x)**2 - np.sum(p * y)**2
    return total


# --- the discretized spread approaches the real-space spread as the mesh is refined
fine_states, _ = starting_states(32)
reference = real_space_spread(fine_states)
mesh_error = {n: omega(starting_states(n)[0]) - reference for n in (8, 16, 32)}
error_ratio = mesh_error[16] / mesh_error[32]
assert 3.5 < error_ratio < 4.5

# --- setting of the worked example
n = 8
nk = n * n
start, gap = starting_states(n)
assert gap > 0.5
b_vectors, weights = shell(n)
assert np.allclose(np.einsum("b,bi,bj->ij", weights, b_vectors, b_vectors), np.eye(2))
m0 = overlaps(start, start)
assert np.allclose(np.roll(m0[1], -1, axis=0), dagger(m0[0]), atol=1e-12)
assert np.allclose(np.roll(m0[3], -1, axis=1), dagger(m0[2]), atol=1e-12)
g0 = gradient(m0)
omega0 = omega(start)
omega_inv0 = invariant_part(m0)
assert np.allclose(g0, -dagger(g0), atol=1e-10)

# --- gradient matrix at one k-point from finite differences of the spread
root = np.sqrt(0.5)
basis = np.array([[[1j, 0], [0, 0]], [[0, 0], [0, 1j]],
                  [[0, root], [-root, 0]], [[0, 1j * root], [1j * root, 0]]])
h = 1e-5
site = (1, 2)
g_numeric = np.zeros((J, J), complex)
for e in basis:
    w_one = np.zeros((n, n, J, J), complex)
    w_one[site] = e
    slope = (omega(start @ unitary_exp(h * w_one))
             - omega(start @ unitary_exp(-h * w_one))) / (2 * h)
    g_numeric -= nk * slope * e
g_error = np.abs(g_numeric - g0[site]).max()
assert g_error < 1e-5 * np.abs(g0).max()

# --- random generators at all k; bra and ket rotations contribute equally
rng = np.random.default_rng(7)
raw = rng.normal(size=(n, n, J, J)) + 1j * rng.normal(size=(n, n, J, J))
w_rand = (raw - dagger(raw)) / 2
plus, minus = start @ unitary_exp(h * w_rand), start @ unitary_exp(-h * w_rand)
slope_full = (omega(plus) - omega(minus)) / (2 * h)
slope_bra = (omega(plus, start) - omega(minus, start)) / (2 * h)
slope_ket = (omega(start, plus) - omega(start, minus)) / (2 * h)
slope_formula = np.einsum("xymn,xynm->", w_rand, g0).real / nk
scale = np.sqrt(np.sum(np.abs(g0)**2) * np.sum(np.abs(w_rand)**2)) / nk
assert abs(slope_full - slope_formula) < 1e-5 * scale
assert abs(slope_bra - slope_ket) < 1e-5 * scale
assert abs(slope_bra - slope_formula / 2) < 1e-5 * scale

# --- slope along W = eps G, and the transformation law of the overlaps
norm2 = np.sum(np.abs(g0)**2) / nk
t = 1e-5 / np.abs(g0).max()
slope_descent = (omega(start @ unitary_exp(t * g0))
                 - omega(start @ unitary_exp(-t * g0))) / (2 * t)
assert abs(slope_descent + norm2) < 1e-5 * norm2
u_rand = unitary_exp(w_rand)
m_rotated = overlaps(start @ u_rand, start @ u_rand)
assert np.allclose(m_rotated[0], dagger(u_rand) @ m0[0] @ np.roll(u_rand, -1, axis=0))
assert np.allclose(u_rand[site], expm(w_rand[site]), atol=1e-12)

# --- steepest descent with exponential updates; truncated product for comparison
eps = 1 / (8 * weights.sum())
identity = np.eye(J)
u_exp = np.broadcast_to(identity, (n, n, J, J)).astype(complex)
u_linear = u_exp.copy()
history = [omega0]
largest_phase, smallest_diag = 0.0, 1.0
converged = False
for iteration in range(5000):
    states = start @ u_exp
    m = overlaps(states, states)
    _, _, phi, d = spread_parts(m)
    largest_phase = max(largest_phase, np.abs(phi).max())
    smallest_diag = min(smallest_diag, np.abs(d).min())
    g = gradient(m)
    if np.abs(g).max() < 1e-7:
        converged = True
        break
    u_exp = u_exp @ unitary_exp(eps * g)
    u_linear = u_linear @ (identity + eps * g)
    history.append(omega(start @ u_exp))
assert converged
assert largest_phase < 3.0 and smallest_diag > 1e-3
assert np.all(np.diff(history) < 1e-10)
defect_exp = np.abs(dagger(u_exp) @ u_exp - identity).max()
defect_linear = np.abs(dagger(u_linear) @ u_linear - identity).max()
assert defect_exp < 1e-11
assert defect_linear > 1e-4
first_defect = dagger(identity + eps * g0) @ (identity + eps * g0) - identity
assert np.allclose(first_defect, eps**2 * dagger(g0) @ g0, atol=1e-13)

final = start @ u_exp
m_final = overlaps(final, final)
spreads, centres, _, _ = spread_parts(m_final)
start_spreads, start_centres, _, _ = spread_parts(m0)
omega_inv = invariant_part(m_final)
assert abs(omega_inv - omega_inv0) < 1e-9
assert spreads.sum() >= omega_inv - 1e-10

# --- Hessian (times N) at the end point from finite differences of the gradient
step = 1e-4
columns = []
for ix in range(n):
    for iy in range(n):
        for e in basis:
            w_one = np.zeros((n, n, J, J), complex)
            w_one[ix, iy] = e
            up, down = final @ unitary_exp(step * w_one), final @ unitary_exp(-step * w_one)
            dg = (gradient(overlaps(up, up)) - gradient(overlaps(down, down))) / (2 * step)
            columns.append(-np.einsum("amn,xymn->xya", np.conj(basis), dg).real.ravel())
hessian = np.array(columns).T
assert np.abs(hessian - hessian.T).max() < 1e-3
curvature = np.linalg.eigvalsh((hessian + hessian.T) / 2)
assert np.abs(curvature[:J]).max() < 1e-3 and curvature[J] > 0.1
assert eps < 2 / curvature[-1]


def show(label, value, unit="", fmt=".6f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("MODEL AND MESH")
print(f"cell sides: {CELL[0]:.1f} x {CELL[1]:.1f} angstrom; k-mesh {n} x {n}")
show("smallest gap between band 2 and band 3 energies", gap, "eV", ".4f")
show("|b| along x", b_vectors[0, 0], "1/angstrom")
show("|b| along y", b_vectors[2, 1], "1/angstrom")
show("w_b along x", weights[0], "angstrom^2", ".4f")
show("w_b along y", weights[2], "angstrom^2", ".4f")
print("DISCRETIZED MINUS REAL-SPACE SPREAD, STARTING GAUGE")
show("real-space spread (32 x 32 cells)", reference, "angstrom^2")
for size, err in mesh_error.items():
    show(f"difference on {size} x {size} mesh", err, "angstrom^2")
show("ratio of differences, 16 to 32", error_ratio, "", ".3f")
print("GRADIENT AT MESH POINT (1,2), STARTING GAUGE")
for i, j in [(0, 0), (0, 1), (1, 0), (1, 1)]:
    print(f"G_{i+1}{j+1} formula {g0[site][i, j]:.5f}, "
          f"numerical {g_numeric[i, j]:.5f} angstrom^2")
show("largest entry difference", g_error, "angstrom^2", ".1e")
print("RANDOM GENERATORS AT ALL K")
show("slope from formula", slope_formula, "angstrom^2")
show("slope from finite differences", slope_full, "angstrom^2")
show("slope, only bras rotated", slope_bra, "angstrom^2")
show("slope, only kets rotated", slope_ket, "angstrom^2")
print("DESCENT")
show("(1/N) sum_k ||G_k||^2 at start", norm2, "angstrom^4", ".4f")
show("numerical slope along G at start", slope_descent, "angstrom^4", ".4f")
show("step eps", eps, "1/angstrom^2", ".6e")
show("first-order change in first step", -eps * norm2, "angstrom^2")
show("actual change in first step", history[1] - history[0], "angstrom^2")
show("number of updates", len(history) - 1, "", "d")
show("spread at start", omega0, "angstrom^2")
show("spread after 10 updates", history[10], "angstrom^2")
show("spread at end", spreads.sum(), "angstrom^2")
show("invariant part Omega_I", omega_inv, "angstrom^2")
for i in range(J):
    print(f"function {i+1}: spread {start_spreads[i]:.5f} -> {spreads[i]:.5f} angstrom^2")
    print(f"  centre at end ({centres[i, 0]:.4f}, {centres[i, 1]:.4f}) angstrom")
show("largest |Im ln M_nn| on the path", largest_phase, "rad", ".4f")
show("smallest |M_nn| on the path", smallest_diag, "", ".4f")
print("UNITARITY AND CURVATURE")
show("max |U^+U - 1|, exponential updates", defect_exp, "", ".1e")
show("max |U^+U - 1|, truncated updates 1+W", defect_linear, "", ".4e")
show("largest of the two zero curvatures", np.abs(curvature[:J]).max(), "angstrom^2", ".1e")
show("smallest nonzero curvature", curvature[J], "angstrom^2", ".4f")
show("largest curvature", curvature[-1], "angstrom^2", ".4f")
show("stability limit 2/largest curvature", 2 / curvature[-1], "1/angstrom^2", ".6e")
print("ALL CHECKS PASSED")
```

Printed output:

```
MODEL AND MESH
cell sides: 4.0 x 5.0 angstrom; k-mesh 8 x 8
smallest gap between band 2 and band 3 energies: 1.7576 eV
|b| along x: 0.196350 1/angstrom
|b| along y: 0.157080 1/angstrom
w_b along x: 12.9691 angstrom^2
w_b along y: 20.2642 angstrom^2
DISCRETIZED MINUS REAL-SPACE SPREAD, STARTING GAUGE
real-space spread (32 x 32 cells): 9.585971 angstrom^2
difference on 8 x 8 mesh: -0.496144 angstrom^2
difference on 16 x 16 mesh: -0.128049 angstrom^2
difference on 32 x 32 mesh: -0.032272 angstrom^2
ratio of differences, 16 to 32: 3.968
GRADIENT AT MESH POINT (1,2), STARTING GAUGE
G_11 formula 0.00000+1.54655j, numerical 0.00000+1.54655j angstrom^2
G_12 formula -3.28346-13.11371j, numerical -3.28346-13.11371j angstrom^2
G_21 formula 3.28346-13.11371j, numerical 3.28346-13.11371j angstrom^2
G_22 formula 0.00000-1.19847j, numerical 0.00000-1.19847j angstrom^2
largest entry difference: 1.3e-08 angstrom^2
RANDOM GENERATORS AT ALL K
slope from formula: 1.346549 angstrom^2
slope from finite differences: 1.346549 angstrom^2
slope, only bras rotated: 0.673275 angstrom^2
slope, only kets rotated: 0.673275 angstrom^2
DESCENT
(1/N) sum_k ||G_k||^2 at start: 449.6249 angstrom^4
numerical slope along G at start: -449.6249 angstrom^4
step eps: 1.880641e-03 1/angstrom^2
first-order change in first step: -0.845583 angstrom^2
actual change in first step: -0.808384 angstrom^2
number of updates: 501
spread at start: 9.089827 angstrom^2
spread after 10 updates: 4.676201 angstrom^2
spread at end: 0.682674 angstrom^2
invariant part Omega_I: 0.675207 angstrom^2
function 1: spread 4.63950 -> 0.33302 angstrom^2
  centre at end (0.7640, 0.4922) angstrom
function 2: spread 4.45033 -> 0.34965 angstrom^2
  centre at end (2.7771, 2.9724) angstrom
largest |Im ln M_nn| on the path: 0.7999 rad
smallest |M_nn| on the path: 0.9139
UNITARITY AND CURVATURE
max |U^+U - 1|, exponential updates: 2.9e-14
max |U^+U - 1|, truncated updates 1+W: 1.7131e-02
largest of the two zero curvatures: 1.2e-11 angstrom^2
smallest nonzero curvature: 19.7638 angstrom^2
largest curvature: 531.7543 angstrom^2
stability limit 2/largest curvature: 3.761136e-03 1/angstrom^2
ALL CHECKS PASSED
```
